# Recovering a positive D(c) from several diffusion profiles by regularized simulation: a program that tests the result

```python
"""Recovery of a positive interdiffusion coefficient D(c) from several profiles.

Result under test: D = exp(theta(c)), fitted by regularized forward simulation,
has bias -mu H^-1 R p and covariance H^-1 G H^-1 near the solution, and for the
model below has a smaller total error than direct Sauer-Freise differentiation.
c: atomic fraction; lam = x/sqrt(t): similarity coordinate (angstrom/sqrt(s));
theta: Legendre series for ln D; mu: weight of the integral of (theta'')^2;
G: data information matrix; R: penalty matrix; H = G + mu R; p: parameters.
Each couple also has an unknown position offset. Lengths angstrom, times s.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.signal import savgol_coeffs, savgol_filter
from scipy.special import erf

TEMPERATURE = 1200.0
KT = const.k * TEMPERATURE / const.e
D_PREFACTOR = 1.0e15
SIGMA = 0.005
COUPLES = [(0.0, 1.0), (0.0, 0.6), (0.4, 1.0)]
TIMES = np.array([10000.0, 22500.0, 40000.0])
OFFSETS = np.array([1000.0, -2000.0, 3000.0])
SHIFTS = OFFSETS / np.sqrt(TIMES)
LAM = np.linspace(-1800.0, 2600.0, 401)
DLAM = LAM[1] - LAM[0]
SCAN_STEP = 40.0
SCAN = np.arange(-1400.0, 2401.0, SCAN_STEP)
NSCAN = len(SCAN)
TARGETS = np.array([0.1, 0.3, 0.5, 0.7, 0.9])
NCOEF = 9
NREPEAT = 50


def true_log_d(c):
    energy = 2.50 - 0.15 * c + 0.08 * np.sin(np.pi * c) ** 2
    return np.log(D_PREFACTOR) - energy / KT


def basis(c):
    return leg.legvander(2 * c - 1, NCOEF - 1)


gauss_x, gauss_w = leg.leggauss(20)
curvature = np.column_stack(
    [4 * leg.legval(gauss_x, leg.legder(row, 2)) for row in np.eye(NCOEF)])
ROUGHNESS = (curvature.T * (gauss_w / 2)) @ curvature


def penalty_matrix(size):
    full = np.zeros((size, size))
    full[:NCOEF, :NCOEF] = ROUGHNESS
    return full


def similarity_profile(coef, c_left, c_right):
    """Solve (D c')' + lam c'/2 = 0; return c and its derivatives by coef."""
    c = c_left + (c_right - c_left) * 0.5 * (1 + erf(LAM / 500.0))
    c[0], c[-1] = c_left, c_right
    dcoef = 2 * leg.legder(coef)
    advection = LAM[1:-1] / (4 * DLAM)
    band = np.zeros((3, len(LAM) - 2))
    for iteration in range(60):
        mid = 0.5 * (c[1:] + c[:-1])
        jump = np.diff(c)
        diff = np.exp(leg.legval(2 * mid - 1, coef))
        extra = 0.0 * diff
        if iteration >= 4:  # Picard steps first, Newton steps afterwards
            extra = 0.5 * diff * leg.legval(2 * mid - 1, dcoef) * jump
        by_right = (diff + extra) / DLAM**2
        by_left = (-diff + extra) / DLAM**2
        residual = np.diff(diff * jump) / DLAM**2 + advection * (c[2:] - c[:-2])
        band[0, 1:] = (by_right[1:] + advection)[:-1]
        band[1] = by_left[1:] - by_right[:-1]
        band[2, :-1] = (-by_left[:-1] - advection)[1:]
        step = solve_banded((1, 1), band, -residual)
        new = np.clip(c[1:-1] + step, c_left, c_right)
        change = np.max(np.abs(new - c[1:-1]))
        c[1:-1] = new
        if iteration > 4 and change < 1e-9:
            break
    else:
        raise ArithmeticError("profile solver did not converge")
    source = (diff * jump)[:, None] * basis(mid) / DLAM**2
    sens = np.zeros((len(LAM), NCOEF))
    sens[1:-1] = solve_banded((1, 1), band, -np.diff(source, axis=0))
    return c, sens


def model(params):
    """Predicted scans of all couples and their Jacobian."""
    prediction = np.zeros(len(COUPLES) * NSCAN)
    jacobian = np.zeros((len(prediction), len(params)))
    for j, (c_left, c_right) in enumerate(COUPLES):
        c, sens = similarity_profile(params[:NCOEF], c_left, c_right)
        spline = CubicSpline(LAM, np.column_stack([c, sens]))
        points = SCAN - params[NCOEF + j]
        values = spline(points)
        rows = slice(j * NSCAN, (j + 1) * NSCAN)
        prediction[rows] = values[:, 0]
        jacobian[rows, :NCOEF] = values[:, 1:]
        jacobian[rows, NCOEF + j] = -spline(points, 1)[:, 0]
    return prediction, jacobian


CHECK_BASIS = basis(np.linspace(0, 1, 41))


def fit(data, mu, start, tol=1e-3):
    """Damped Gauss-Newton; returns parameters, prediction and Jacobian."""
    rough = mu * penalty_matrix(len(start))

    def objective(prediction, p):
        return np.sum((data - prediction) ** 2) / SIGMA**2 + p @ rough @ p

    p = start.copy()
    pred, jac = model(p)
    value = objective(pred, p)
    for _ in range(50):
        hessian = jac.T @ jac / SIGMA**2 + rough
        gradient = jac.T @ (data - pred) / SIGMA**2 - rough @ p
        step = np.linalg.solve(hessian, gradient)
        size = np.max(np.abs(CHECK_BASIS @ step[:NCOEF]))
        scale = min(1.0, 1.0 / max(size, 1e-30))
        for _ in range(15):
            trial = p + scale * step
            try:
                trial_pred, trial_jac = model(trial)
                trial_value = objective(trial_pred, trial)
            except ArithmeticError:
                trial_value = np.inf
            if trial_value <= value + 1e-7 * (1 + value):
                break
            scale /= 2
        else:
            raise RuntimeError("no descent step found")
        p, pred, jac, value = trial, trial_pred, trial_jac, trial_value
        if size < tol:
            return p, pred, jac
    raise RuntimeError("fit did not converge")


def sauer_freise(profile, ends, spacing, m, targets):
    """Direct D at the target compositions, slopes from 2m+1 points."""
    y = (profile - ends[0]) / (ends[1] - ends[0])
    level = savgol_filter(y, 2 * m + 1, 2)
    slope = savgol_filter(y, 2 * m + 1, 2, deriv=1, delta=spacing)
    left = cumulative_trapezoid(y, dx=spacing, initial=0)
    right = cumulative_trapezoid(1 - y, dx=spacing, initial=0)
    right = right[-1] - right
    local = ((1 - level) * left + level * right) / (2 * slope)
    result = []
    for target in (targets - ends[0]) / (ends[1] - ends[0]):
        k = np.argmax(level >= target)
        w = (target - level[k - 1]) / (level[k] - level[k - 1])
        result.append((1 - w) * local[k - 1] + w * local[k])
    return np.array(result)


def covered(ends):
    y = (TARGETS - ends[0]) / (ends[1] - ends[0])
    return (y > 0.08) & (y < 0.92)


def time_simulation(ends, time):
    """Method of lines from the initial step, in angstrom and seconds."""
    cell = 5.0 * np.sqrt(time)
    centres = (np.arange(880) + 0.5) * 5.0 - 1800.0
    initial = np.where(centres < 0, ends[0], ends[1])

    def rate(_, c):
        flux = np.zeros(len(c) + 1)
        flux[1:-1] = -np.exp(true_log_d(0.5 * (c[1:] + c[:-1]))) * np.diff(c) / cell
        return -np.diff(flux) / cell

    run = solve_ivp(rate, (0, time), initial, method="LSODA", lband=1, uband=1,
                    rtol=1e-6, atol=1e-8, t_eval=[time])
    assert run.success
    return centres, run.y[:, -1]


def rms(values):
    return np.sqrt(np.mean(np.square(values)))


# Slope formulas of the local quadratic fit, on an error-function profile.
for m in (1, 3, 5):
    h, u0 = 0.02, 0.3
    weights = savgol_coeffs(2 * m + 1, 2, deriv=1, delta=h, use="dot")
    formula = 3 / (h**2 * m * (m + 1) * (2 * m + 1))
    assert abs(np.sum(weights**2) / formula - 1) < 1e-8
    exact_slope = np.exp(-u0**2) / np.sqrt(np.pi)
    error = weights @ (0.5 * erf(u0 + h * np.arange(-m, m + 1))) - exact_slope
    third = (4 * u0**2 - 2) * exact_slope
    assert abs(error / (h**2 * third * (3*m*m + 3*m - 1) / 30) - 1) < 0.05

# Truth expressed in the fitting basis, and data from the time-dependent solver.
fine_c = np.linspace(0, 1, 201)
true_coef = np.linalg.lstsq(basis(fine_c), true_log_d(fine_c), rcond=None)[0]
p_true = np.concatenate([true_coef, SHIFTS])
true_d = np.exp(true_log_d(TARGETS))
clean, solver_gap, direct_gap = [], 0.0, 0.0
for j, ends in enumerate(COUPLES):
    centres, profile = time_simulation(ends, TIMES[j])
    similar = CubicSpline(LAM, similarity_profile(true_coef, *ends)[0])(centres)
    solver_gap = max(solver_gap, np.max(np.abs(similar - profile)))
    use = covered(ends)
    direct = sauer_freise(profile, ends, 5.0, 1, TARGETS[use])
    direct_gap = max(direct_gap, np.max(np.abs(direct / true_d[use] - 1)))
    clean.append(CubicSpline(centres, profile)(SCAN - SHIFTS[j]))
clean = np.array(clean)
assert solver_gap < 2e-3
assert direct_gap < 0.01

# Sensitivities against finite differences.
true_pred, true_jac = model(p_true)
for k in range(len(p_true)):
    delta = np.zeros(len(p_true))
    delta[k] = 1e-3 if k < NCOEF else 0.1
    numeric = (model(p_true + delta)[0] - model(p_true - delta)[0]) / (2 * delta[k])
    assert np.max(np.abs(numeric - true_jac[:, k])) < 1e-3 * np.max(np.abs(numeric))


def linear_theory(jac, mu):
    """First-order bias and spread of ln D at the targets, spread of shifts."""
    size = jac.shape[1]
    info = jac.T @ jac / SIGMA**2
    rough = mu * penalty_matrix(size)
    inverse = np.linalg.inv(info + rough)
    bias = -inverse @ rough @ p_true[:size]
    cov = inverse @ info @ inverse
    b = basis(TARGETS)
    spread = np.sqrt(np.einsum("ik,kl,il->i", b, cov[:NCOEF, :NCOEF], b))
    return b @ bias[:NCOEF], spread, np.sqrt(np.diag(cov)[NCOEF:])


# Bias formula against a converged nonlinear fit of noiseless model data.
biased_fit = fit(true_pred, 0.1, p_true, tol=1e-5)[0]
bias_seen = basis(TARGETS) @ (biased_fit - p_true)[:NCOEF]
bias_theory = linear_theory(true_jac, 0.1)[0]
assert np.max(np.abs(bias_seen - bias_theory)) < 0.2 * np.max(np.abs(bias_theory))

# Pilot data set: start from constant D, choose mu by cross-validation.
rng = np.random.default_rng(12345)
pilot_data = (clean + SIGMA * rng.standard_normal(clean.shape)).ravel()
start = np.zeros(len(p_true))
start[0] = np.log(5.0e4)
scores = {}
for mu in (1.0, 0.1, 0.01, 0.001):
    start, pred, jac = fit(pilot_data, mu, start)
    info = jac.T @ jac / SIGMA**2
    dof = np.trace(np.linalg.solve(info + mu * penalty_matrix(len(start)), info))
    rss = np.sum((pilot_data - pred) ** 2) / SIGMA**2
    scores[mu] = (len(pred) * rss / (len(pred) - dof) ** 2, dof, start.copy())
mu_best = min(scores, key=lambda key: scores[key][0])
pilot = scores[mu_best][2]
pilot_d = np.exp(basis(TARGETS) @ pilot[:NCOEF])
theory_bias, theory_spread, shift_spread = linear_theory(true_jac, mu_best)
assert np.all(np.abs(pilot[NCOEF:] - SHIFTS) < 5 * shift_spread)

# Inverse-variance weights for pooling the direct estimates of the couples.
WINDOWS = (2, 3, 5)
pool, direct_theory = {}, {}
for m in WINDOWS:
    precision = np.zeros((len(COUPLES), len(TARGETS)))
    for j, ends in enumerate(COUPLES):
        use = covered(ends)
        reference = sauer_freise(clean[j], ends, SCAN_STEP, m, TARGETS[use])
        variance = np.zeros(use.sum())
        for i in range(NSCAN):
            bumped = clean[j].copy()
            bumped[i] += 1e-6
            moved = sauer_freise(bumped, ends, SCAN_STEP, m, TARGETS[use])
            variance += (SIGMA * (moved - reference) / 1e-6) ** 2
        precision[j, use] = 1 / variance
    pool[m] = precision / precision.sum(axis=0)
    direct_theory[m] = 1 / np.sqrt(precision.sum(axis=0)) / true_d

# Repeated noise: both methods see the same data.
MUS = (1e-4, mu_best, 10.0)
starts = {mu: fit(clean.ravel(), mu, p_true)[0] for mu in MUS}
fit_err = {mu: [] for mu in MUS}
direct_err = {m: [] for m in WINDOWS}
bad_slopes = all_slopes = 0
for _ in range(NREPEAT):
    data = clean + SIGMA * rng.standard_normal(clean.shape)
    for mu in MUS:
        p = fit(data.ravel(), mu, starts[mu])[0]
        fit_err[mu].append(np.exp(basis(TARGETS) @ p[:NCOEF]) / true_d - 1)
    for m in WINDOWS:
        pooled = np.zeros(len(TARGETS))
        for j, ends in enumerate(COUPLES):
            use = covered(ends)
            value = sauer_freise(data[j], ends, SCAN_STEP, m, TARGETS[use])
            pooled[use] += pool[m][j, use] * value
        direct_err[m].append(pooled / true_d - 1)
    for j, ends in enumerate(COUPLES):
        y = (clean[j] - ends[0]) / (ends[1] - ends[0])
        slope = savgol_filter(data[j], 3, 2, deriv=1)[(y > 0.05) & (y < 0.95)]
        bad_slopes += np.sum(slope <= 0)
        all_slopes += len(slope)


def summary(errors):
    errors = np.array(errors)
    return errors.mean(axis=0), errors.std(axis=0, ddof=1), rms(errors)


fit_stat = {mu: summary(fit_err[mu]) for mu in MUS}
direct_stat = {m: summary(direct_err[m]) for m in WINDOWS}
best_total = fit_stat[mu_best][2]
assert abs(rms(fit_stat[mu_best][1]) / rms(theory_spread) - 1) < 0.3
assert abs(rms(direct_stat[5][1]) / rms(direct_theory[5]) - 1) < 0.3
assert rms(fit_stat[1e-4][1]) > rms(fit_stat[mu_best][1])
assert rms(fit_stat[10.0][0]) > rms(fit_stat[mu_best][0])
assert rms(direct_stat[2][1]) > rms(direct_stat[3][1]) > rms(direct_stat[5][1])
assert rms(direct_stat[5][0]) > rms(direct_stat[2][0])
assert bad_slopes > 0
assert best_total < min(direct_stat[m][2] for m in WINDOWS)
one_bias, one_spread, _ = linear_theory(true_jac[:NSCAN, :NCOEF + 1], mu_best)
one_total = np.sqrt(rms(one_bias) ** 2 + rms(one_spread) ** 2)
three_total = np.sqrt(rms(theory_bias) ** 2 + rms(theory_spread) ** 2)
assert one_total > three_total
best_each = np.min([np.sqrt(np.mean(np.square(direct_err[m]), axis=0))
                    for m in WINDOWS], axis=0)

print(f"temperature {TEMPERATURE:.0f} K, kT {KT:.5f} eV")
print(f"composition noise {SIGMA:.3f}, points per scan {NSCAN}")
for j, ends in enumerate(COUPLES):
    root = np.sqrt(TIMES[j])
    print(f"couple {ends[0]:.1f}|{ends[1]:.1f}: time {TIMES[j]:.0f} s, "
          f"scan step {SCAN_STEP * root:.0f} angstrom")
    print(f"  offset true {OFFSETS[j]:.0f}, fitted {pilot[NCOEF+j]*root:.0f}, "
          f"predicted spread {shift_spread[j]*root:.0f} angstrom")
print(f"largest c gap, time vs similarity solver {solver_gap:.1e}")
print(f"largest noiseless fine-grid direct error {100*direct_gap:.3f} %")
for mu, (score, dof, _) in scores.items():
    print(f"mu {mu:g}: GCV score {score:.5f}, effective parameters {dof:.2f}")
print(f"chosen mu {mu_best:g}")
print("pilot: c, true D, fitted D (angstrom^2/s)")
for c, exact, found in zip(TARGETS, true_d, pilot_d):
    print(f"  {c:.1f}  {exact:.4e}  {found:.4e}")
atomic_d = const.hbar / const.m_e * 1e20
print(f"pilot D(0.5) in atomic units {pilot_d[2] / atomic_d:.3e}")
print("mu=0.1 bias of ln D: c, nonlinear fit, linear formula")
for c, seen, predicted in zip(TARGETS, bias_seen, bias_theory):
    print(f"  {c:.1f}  {seen:+.5f}  {predicted:+.5f}")
print(f"noise repeats {NREPEAT}; errors below in % of true D")
print("c, fit bias, fit spread, direct m=3 bias, direct m=3 spread")
for i, c in enumerate(TARGETS):
    row = [fit_stat[mu_best][0][i], fit_stat[mu_best][1][i],
           direct_stat[3][0][i], direct_stat[3][1][i]]
    print(f"  {c:.1f} " + " ".join(f"{100*v:+7.2f}" for v in row))
print("rms over the five compositions: bias, spread, total error (%)")
for mu in MUS:
    b, s, total = fit_stat[mu]
    print(f"  fit mu={mu:g}: {100*rms(b):.2f} {100*rms(s):.2f} {100*total:.2f}")
for m in WINDOWS:
    b, s, total = direct_stat[m]
    print(f"  direct m={m}: {100*rms(b):.2f} {100*rms(s):.2f} {100*total:.2f}")
print(f"direct, best window at each c: total {100*rms(best_each):.2f} %")
print(f"predicted spread: fit {100*rms(theory_spread):.2f} %, "
      f"direct m=5 {100*rms(direct_theory[5]):.2f} %")
print(f"predicted total: first couple {100*one_total:.2f} %, "
      f"three couples {100*three_total:.2f} %")
print(f"m=1 nonpositive slopes {100*bad_slopes/all_slopes:.2f} % (0.05<Y<0.95)")
print("tests ok")
```

Running it gives:

```
temperature 1200 K, kT 0.10341 eV
composition noise 0.005, points per scan 96
couple 0.0|1.0: time 10000 s, scan step 4000 angstrom
  offset true 1000, fitted 890, predicted spread 123 angstrom
couple 0.0|0.6: time 22500 s, scan step 6000 angstrom
  offset true -2000, fitted -1884, predicted spread 252 angstrom
couple 0.4|1.0: time 40000 s, scan step 8000 angstrom
  offset true 3000, fitted 2968, predicted spread 402 angstrom
largest c gap, time vs similarity solver 5.2e-05
largest noiseless fine-grid direct error 0.036 %
mu 1: GCV score 1.01685, effective parameters 7.18
mu 0.1: GCV score 0.99683, effective parameters 8.61
mu 0.01: GCV score 0.99917, effective parameters 9.85
mu 0.001: GCV score 0.99726, effective parameters 10.88
chosen mu 0.1
pilot: c, true D, fitted D (angstrom^2/s)
  0.1  3.3992e+04  3.4341e+04
  0.3  2.9481e+04  3.0451e+04
  0.5  3.0162e+04  3.0157e+04
  0.7  5.2667e+04  5.2539e+04
  0.9  1.0848e+05  1.0528e+05
pilot D(0.5) in atomic units 2.605e-12
mu=0.1 bias of ln D: c, nonlinear fit, linear formula
  0.1  -0.00454  -0.00446
  0.3  +0.00426  +0.00423
  0.5  +0.00357  +0.00356
  0.7  +0.00485  +0.00482
  0.9  -0.00505  -0.00501
noise repeats 50; errors below in % of true D
c, fit bias, fit spread, direct m=3 bias, direct m=3 spread
  0.1   -0.34   +2.71   -1.47   +2.86
  0.3   +0.53   +1.86   +3.53   +1.86
  0.5   +0.61   +1.71   +9.09   +1.75
  0.7   +0.54   +1.52   -2.03   +2.21
  0.9   -0.60   +2.37   -1.98   +5.63
rms over the five compositions: bias, spread, total error (%)
  fit mu=0.0001: 0.29 2.80 2.79
  fit mu=0.1: 0.53 2.08 2.13
  fit mu=10: 9.33 1.36 9.43
  direct m=2: 2.33 4.92 5.40
  direct m=3: 4.59 3.20 5.58
  direct m=5: 10.12 2.11 10.34
direct, best window at each c: total 4.16 %
predicted spread: fit 2.06 %, direct m=5 2.16 %
predicted total: first couple 2.85 %, three couples 2.10 %
m=1 nonpositive slopes 0.45 % (0.05<Y<0.95)
tests ok
```
